# Characteristic tunnelling energy of a heavily doped Schottky barrier

## Problem

A metal contacts an n-type oxide. Next to the metal the oxide is depleted of electrons, and its donors leave a uniform positive charge density $qN$, where $q>0$ is the elementary charge. Electrons tunnel through the depletion barrier with effective mass $m$. The static permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$.

Electron energy $E$ is measured from the conduction-band edge in the neutral oxide. The band edge rises by the total band bending $E_b$ between the neutral oxide and the metal. The characteristic tunnelling energy $E_{00}$ is defined by the WKB (semiclassical) tunnelling factor at the bulk band edge:

$$P(E=0)=e^{-E_b/E_{00}} .$$

(a) Derive $E_{00}$ and calculate it for $N=10^{20}\ \mathrm{cm^{-3}}$, $m=m_0$ and $\varepsilon_r=25$.

(b) For $E_b=0.50$ eV, find the depletion width, the interface field and the tunnelling exponent at $E=0$.

(c) At 300 K, do electrons cross mainly at the bottom of the barrier, over its top, or in between?

(d) Estimate how far the main neglected effects move the results.

For (a) to (c), assume full depletion with a sharp edge, a smooth donor charge, one parabolic band and no image force. $N$ counts charge, so a doubly ionized vacancy counts twice.

## Hints

1. Measure the distance $u$ from the depletion edge towards the metal. Both the band energy and its slope vanish at $u=0$.
2. At $E=0$ the decay constant $\kappa$ is proportional to $u$, so its integral is elementary.
3. Convert $N$ to $\mathrm{m^{-3}}$ before inserting SI constants. The formula then gives joules.
4. For (c), the thermal supply falls with energy while the tunnelling factor rises. Find the energy at which their product is largest.

## Solution

### (a) The energy $E_{00}$

The electrostatic potential $\phi$ obeys $\phi''=-qN/\varepsilon$. An electron has charge $-q$, so the band energy is $V=-q\phi$ and

$$V''=\frac{q^2N}{\varepsilon},\qquad V(0)=V'(0)=0
\quad\Rightarrow\quad V(u)=\frac{q^2N}{2\varepsilon}u^2 .$$

The metal lies at $u=W$, where $V(W)=E_b$. Hence

$$W^2=\frac{2\varepsilon E_b}{q^2N}.$$

The WKB factor is $P=e^{-S}$ with $S=2\int\kappa\,du$ and $\kappa=\sqrt{2m(V-E)}/\hbar$. The 2 appears because the probability is the square of the amplitude. At $E=0$,

$$\kappa=\frac1\hbar\sqrt{2m\,\frac{q^2N}{2\varepsilon}}\;u
=\frac q\hbar\sqrt{\frac{mN}{\varepsilon}}\;u .$$

Since $2\int_0^W u\,du=W^2$,

$$S(0)=\frac q\hbar\sqrt{\frac{mN}{\varepsilon}}\,
\frac{2\varepsilon E_b}{q^2N}
=\frac{2}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}\;E_b .$$

Comparison with $S(0)=E_b/E_{00}$ gives

$$\boxed{E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}}$$

The bending has cancelled: a taller barrier is also wider, and for a parabola the exponent grows in proportion to $E_b$.

For the numbers, $N=10^{26}\ \mathrm{m^{-3}}$ and $\varepsilon=2.214\times10^{-10}$ F/m. Then

$$\sqrt{\frac{N}{m\varepsilon}}
=\sqrt{\frac{10^{26}}{(9.109\times10^{-31})(2.214\times10^{-10})}}
=7.04\times10^{32}\ \mathrm{s^{-1}C^{-1}},$$

$$\frac{q\hbar}{2}=\frac{(1.602\times10^{-19})(1.055\times10^{-34})}{2}
=8.45\times10^{-54}\ \mathrm{C\,J\,s}.$$

Their product is $E_{00}=5.95\times10^{-21}$ J. Division by $1.602\times10^{-19}$ J/eV gives

$$E_{00}\approx 37\ \mathrm{meV}.$$

The prefactor can be checked without a tunnelling integral. Write the barrier as $V=\tfrac12m\omega^2u^2$. Then $\omega^2=q^2N/(m\varepsilon)$, and the boxed formula becomes $E_{00}=\hbar\omega/2$. This is the ground-state energy of an oscillator in a complete parabola of the same curvature. The two must agree: the ground state is $\psi\propto e^{-m\omega u^2/2\hbar}$, so $|\psi|^2$ falls between $u=0$ and $u=W$ by the factor $e^{-m\omega W^2/\hbar}=e^{-2E_b/\hbar\omega}$, and this Gaussian is also the WKB decay at $E=0$. Here $\omega=1.128\times10^{14}$ rad/s, and diagonalizing that oscillator on a grid gives 37.13 meV, the same as the formula. The oscillator is a mathematical comparison: the real band has half of this parabola and is flat beyond the depletion edge.

### (b) Width, field and exponent

With $E_b/q=0.50$ V,

$$W=\sqrt{\frac{2(2.214\times10^{-10})(0.50)}{(1.602\times10^{-19})(10^{26})}}\ \mathrm m
=3.72\ \mathrm{nm}.$$

The field magnitude at the metal is $V'(W)/q=qNW/\varepsilon$. Because $V$ is quadratic, this equals $2E_b/(qW)$, twice the mean field:

$$F=\frac{2(0.50\ \mathrm V)}{3.72\ \mathrm{nm}}=2.7\ \mathrm{MV/cm}.$$

The exponent is $S(0)=500/37.13=13.5$. Integrating Poisson's equation and the action numerically gives the same value. Only the exponent has a meaning at $E=0$: an electron there has no velocity in the bulk, and a transmitted flux also needs a prefactor.

### (c) The energy at which electrons cross

For $0<E<E_b$, let $e=E/E_b$. The classical turning point is $u_E=W\sqrt e$, and

$$V-E=\frac{E_b}{W^2}(u^2-u_E^2).$$

Substitute $u=u_E\cosh\theta$, with upper limit $\Theta=\operatorname{arccosh}(1/\sqrt e)$. The constant in front of the integral follows from the case $E=0$, where $S=E_b/E_{00}$ and $\int_0^W u\,du=W^2/2$:

$$S(E)=\frac{2E_b}{E_{00}W^2}\int_{u_E}^{W}\!\sqrt{u^2-u_E^2}\,du
=\frac{2E}{E_{00}}\int_0^\Theta\sinh^2\theta\,d\theta .$$

The last integral is $\tfrac12(\sinh\Theta\cosh\Theta-\Theta)$. With $\cosh\Theta=1/\sqrt e$ and $\sinh\Theta=\sqrt{(1-e)/e}$,

$$S(E)=\frac{E_b\sqrt{1-e}-E\,\Theta}{E_{00}} .$$

Take first a Boltzmann supply $e^{-E/kT}$ from the oxide. The largest product of supply and tunnelling factor lies at the minimum of $S+E/kT$. To differentiate, use $E=E_b/\cosh^2\Theta$, which turns $S$ into $(E_b/E_{00})(\tanh\Theta-\Theta/\cosh^2\Theta)$. Then

$$\frac{dS}{d\Theta}=\frac{2E_b\,\Theta\tanh\Theta}{E_{00}\cosh^2\Theta},\qquad
\frac{dE}{d\Theta}=-\frac{2E_b\tanh\Theta}{\cosh^2\Theta},\qquad
\frac{dS}{dE}=-\frac{\Theta}{E_{00}} .$$

The condition $dS/dE+1/kT=0$ gives $\Theta=E_{00}/kT$. It is a minimum because $\Theta$ falls as $E$ rises, so $d^2S/dE^2>0$. The dominant energy is therefore

$$E_m=\frac{E_b}{\cosh^2(E_{00}/kT)} .$$

At this point $-E_m\Theta/E_{00}$ cancels $E_m/kT$, which leaves

$$\left(S+\frac{E}{kT}\right)_{\min}=\frac{E_b\tanh(E_{00}/kT)}{E_{00}}
=\frac{E_b}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}.$$

Two limits show what $E_{00}$ measures:

- For $kT\ll E_{00}$, $E_0\to E_{00}$ and $E_m/E_b\to0$. With the Boltzmann supply, electrons tunnel near the band edge, which is field emission. In a degenerate oxide they would tunnel near the Fermi level instead.
- For $kT\gg E_{00}$, $E_0\approx kT+E_{00}^2/(3kT)$ and $E_m\to E_b$. Electrons go over the top, which is thermionic emission.

At 300 K, $kT=25.85$ meV and $E_{00}/kT=1.44$, which lies between the limits. The numbers are

$$E_m=\frac{500\ \mathrm{meV}}{4.93}=101\ \mathrm{meV},\qquad
E_0=\frac{37.13\ \mathrm{meV}}{0.893}=41.6\ \mathrm{meV}.$$

With the Boltzmann supply the dominant path crosses the barrier about one fifth of the way up: thermionic-field emission. The Fermi supply of part (d) moves the peak to about 120 meV, a quarter of the way up, and leaves the regime unchanged. At fixed bending, heating to 358 K raises $E_0$ to 44.5 meV and the factor $e^{-E_b/E_0}$ by about 2.2.

At $E_m$ the WKB factor is $e^{-8.105}=3.02\times10^{-4}$. A numerical solution of the Schrödinger equation, with the metal band bottom 5 eV below the oxide band edge, gives a transmission of $3.03\times10^{-4}$. Agreement this close belongs to this energy and this metal band; the WKB exponential leaves out a prefactor that depends on both. For this metal band the ratio of the transmission to the WKB factor falls from 1.4 at 10 meV to 0.4 at 400 meV, and with the band bottom only 1 eV down it is 1.75 at $E_m$.

### (d) How far the neglected effects reach

**Degeneracy.** Free electrons of this density and mass have a Fermi energy of 70 meV at 300 K. The dominant energy lies 31 meV above it, little more than $kT$, so the Boltzmann supply is only approximate.

Its effect can be read from the current integrated over energy. Define a slope energy as $-1/(d\ln J/dE_b)$, with the Fermi level held fixed relative to the bulk band edge. With the WKB factor as transmission, it is 43.6 meV for the Boltzmann supply and 44.6 meV for the Fermi supply $\ln[1+e^{(E_F-E)/kT}]$. The transmission from the Schrödinger equation, with the metal band of part (c), raises these values to 45.6 and 47.1 meV, so the omitted prefactor matters more here than the statistics. The discussion below refers to the WKB values.

The first value exceeds $E_0$ because the range of contributing energies widens with $E_b$. Near the minimum, $d^2S/dE^2=1/(2E_{00}E_m\tanh\Theta)$, so the width of the peak grows as $\sqrt{E_m}\propto\sqrt{E_b}$. The slope is then

$$\frac1{E_0}-\frac1{2E_b}=24.05-1.00=23.05\ \mathrm{eV^{-1}},$$

which corresponds to 43.4 meV.

The further rise has a definite cause. Differentiating $S$ at fixed $E$ gives $dS/dE_b=\sqrt{1-e}/E_{00}$, which is smaller at higher energy. Compared with Boltzmann's, the Fermi supply gives less weight to low energies. The average slope therefore falls and the slope energy rises.

**Electron tail.** Electrons spill past the assumed sharp depletion edge and neutralize part of the donor charge. At zero temperature, in the Thomas-Fermi approximation, the net charge density is $qN[1-(1-V/E_F)^{3/2}]$ where $V<E_F$, and $qN$ beyond. Multiplying Poisson's equation by $V'$ and integrating gives, for $V>E_F$,

$$V'^2=\frac{2q^2N}{\varepsilon}\left(V-\tfrac25E_F\right),$$

in place of $2q^2NV/\varepsilon$. The exponent at the Fermi level is then

$$S_F=\frac1{E_{00}}\int_{E_F}^{E_b}\sqrt{\frac{V-E_F}{V-\frac25E_F}}\;dV .$$

With $E_F=79$ meV at zero temperature, $S_F=9.66$, against 9.03 for a sharp edge. The tunnelling factor falls by a factor of about 1.9. At 300 K the tail is longer: the factor is about 2.7 at the Fermi level and 2.1 at $E_m$, and the current integrated over energy falls by about 1.7.

**Image force.** An electron close to the metal is attracted by its image, which lowers and thins the barrier. With the static permittivity the top drops by 0.12 eV. At the fixed energy of 101 meV the exponent falls from 8.1 to 7.1. With a rough optical permittivity of 4.5, the drop is 0.28 eV and the exponent is 3.8, which multiplies the tunnelling factor by about 75. With the optical permittivity this is the largest of the corrections sized here at this energy. With the static one the factor is only 2.6, comparable to the electron tail and smaller than the donor fluctuation below, where a 22% change of $E_{00}$ raises the tunnelling factor at 101 meV by about 4 or lowers it by about 10. The result thus depends strongly on which permittivity describes the response to a moving electron.

**Discrete donors.** Take singly charged donors, so that $N$ is also their number density. Their mean spacing, $N^{-1/3}=2.15$ nm, is more than half of $W$. A cube of side $W$ holds about 5 donors. For independently placed donors the relative fluctuation of this count is $1/\sqrt{5.1}=0.44$. Since $E_{00}\propto\sqrt N$, it changes by roughly 22% of its value, or 8 meV, from place to place. A smooth charge density is thus a crude description of a single small spot.

**Comparison with a real device.** The density, permittivity and bending are illustrative choices for a vacancy-rich hafnium-oxide layer at the blocking electrode of a resistive-switching cell. The unit mass is a round choice on the heavy side; variation 2 shows its effect. The interface field is about half of a rough breakdown field of 5 MV/cm. Since $F\propto\sqrt{E_b}$, reaching that field would take about 3.5 times the bending, or roughly 1.2 V of additional reverse bias. The model also assumes shallow donors, whose electrons are free in the neutral oxide. Isolated oxygen vacancies in hafnium oxide are usually deep donors, so the free-electron density can be far below $N$, and the supply and Fermi energy used here would then not apply. In real cells, electrons may also hop between vacancies or tunnel through them. The model leaves these paths out, and its 37 meV does not describe a current that they carry. The value is a parameter of an ideal parabolic barrier, not a measured property of the oxide.

## Variation 1: ten times fewer donors

*Vacancies drift away from the contact and $N$ falls to $10^{19}\ \mathrm{cm^{-3}}$. Bending, mass, permittivity and temperature stay fixed. How does the exponential factor of the current change?*

Since $E_{00}\propto\sqrt N$,

$$E_{00}=\frac{37.13\ \mathrm{meV}}{\sqrt{10}}=11.7\ \mathrm{meV},
\qquad \frac{E_{00}}{kT}=0.454 .$$

This gives $E_0=27.6$ meV, close to $kT$: the contact has moved towards thermionic emission. The ratio of the exponential factors, high density to low, is

$$\exp\left(\frac{500}{27.61}-\frac{500}{41.58}\right)=e^{6.1}\approx 440 .$$

In this model, a tenfold change of donor density near the contact thus changes the current strongly with no change in band bending. This estimate applies to a real cell only if band electrons crossing the barrier carry the current. The estimate omits prefactors, the image force and the shift of the Fermi level. If the free-electron density of the neutral oxide falls with $N$, $E_F$ drops from 70 meV to $-20$ meV. The supply then changes by a further factor $e^{\Delta E_F/kT}\approx33$, and the current integrated over energy changes by about 15 000 at fixed bending. A metal fixes the barrier $E_b-E_F$ rather than $E_b$; in that case the bending falls to 0.41 eV and the ratio is about 600. It also requires a thick enough oxide: the depletion width grows to $3.72\sqrt{10}=11.8$ nm. A thinner film would be depleted throughout, and the barrier would no longer be the parabola used here.

## Variation 2: a lighter electron

*Return to $N=10^{20}\ \mathrm{cm^{-3}}$ and set $m=0.3\,m_0$. What happens to $E_{00}$ and to the emission regime at 300 K?*

For full depletion with a sharp edge the mass does not enter the electrostatics, so $W$ and $F$ are unchanged. This assumption is poorer here: the electron tail at 300 K lowers $F$ to about 2.4 MV/cm. The decay constant falls as $\sqrt m$, and

$$E_{00}=\frac{37.13\ \mathrm{meV}}{\sqrt{0.3}}=67.8\ \mathrm{meV}.$$

The exponent at the band edge drops from 13.5 to $500/67.8=7.4$. Now $E_{00}/kT=2.6$ and $E_0=68.5$ meV, within about 1% of $E_{00}$, so the Boltzmann formulas place the contact close to field emission. They also put $E_m$ near 10 meV. This lies far below the Fermi energy, which for the lighter mass is 260 meV, more than half the bending. With the Fermi supply the peak lies near 200 meV, and the exponent at the Fermi level is only about 2. The Boltzmann supply therefore fails here, and the current must be calculated with Fermi statistics. The value of $E_{00}$ is unaffected, because its definition contains no thermal supply.

## Computed values

```
donor density N: 1e+20 cm^-3
mass: 1 m0
relative permittivity: 25
band bending: 0.5 eV
temperature: 300 K
N in SI: 1e+26 m^-3
permittivity: 2.214e-10 F/m
electron mass: 9.109e-31 kg
hbar: 1.055e-34 J s
elementary charge: 1.602e-19 C
frequency omega: 1.128e+14 rad/s
E00: 5.949e-21 J
E00: 37.13 meV
oscillator ground state, grid: 37.13 meV
kT: 25.85 meV
E00/kT: 1.436
depletion width: 3.717 nm
interface field: 2.69 MV/cm
exponent at E=0, formula: 13.47
exponent at E=0, integrated: 13.47
dominant energy, Boltzmann: 101.3 meV
E0 at 300 K: 41.58 meV
bending/E0 at 300 K: 12.02
WKB exponent at dominant energy: 8.105
WKB exponential there: 0.000302
metal band bottom below bulk edge: 5 eV
wave-solution transmission there: 0.000303
lower donor density: 1e+19 cm^-3
E00 at lower density: 11.74 meV
E0 at lower density: 27.61 meV
exponential factor ratio, high/low N: 441
Fermi energy at 300 K: 70.3 meV
Fermi energy at 0 K: 78.6 meV
slope energy, Boltzmann current: 43.6 meV
slope energy, Fermi current: 44.6 meV
Fermi-level exponent, abrupt edge: 9.03
Fermi-level exponent, electron tail: 9.66
image lowering, static permittivity: 0.12 eV
exponent with static image force: 7.13
rough optical permittivity: 4.5
image lowering, optical permittivity: 0.28 eV
exponent with optical image force: 3.78
mean donor spacing: 2.15 nm
donors in cube of side W: 5.1
relative counting fluctuation of N: 0.44
resulting relative change of E00: 0.22
E00 for mass 0.3 m0: 67.8 meV
E0 at 358 K: 44.5 meV
rough breakdown field: 5 MV/cm
interface field/breakdown field: 0.54
```
